# Radical-pair yields from total-spin blocks and eigenpairs: verification in Python

```python
"""Singlet yield of a radical pair with groups of equivalent nuclei.

Result under test: the yield is a multiplicity-weighted sum over the total
spins J of the groups, each term computed from eigenpairs of a small matrix.
H = zeeman*(S_Az+S_Bz) + sum a S.I + exchange*(2 P_S - 1),  P_S = 1/4 - S_A.S_B
Start: singlet electrons, unpolarized nuclei (Z nuclear states).
All energies, and rates multiplied by hbar, are in eV; times are in hbar/eV.
A group is (number of nuclei, nuclear spin, coupling in eV).
"""
import itertools
import math
import time
import numpy as np
import scipy.linalg as la
import scipy.sparse as sparse
from scipy import constants


def spin_ops(s):
    """S_z and the raising operator for spin s, highest projection first."""
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return sparse.csr_matrix(np.diag(m)), sparse.csr_matrix(raising)


def embed(op, site, dims):
    left = sparse.identity(math.prod(dims[:site]))
    right = sparse.identity(math.prod(dims[site + 1:]))
    return sparse.kron(sparse.kron(left, op), right, format="csr")


def radical(nuclei, zeeman):
    """One electron with nuclei (spin, coupling): H, S_z, S_+, total M."""
    dims = [2] + [int(round(2 * s)) + 1 for s, _ in nuclei]
    sz, sp = (embed(op, 0, dims) for op in spin_ops(0.5))
    h, m_total = zeeman * sz, sz.diagonal()
    for site, (s, a) in enumerate(nuclei, 1):
        iz, ip = (embed(op, site, dims) for op in spin_ops(s))
        h = h + a * (sz @ iz + 0.5 * (sp @ ip.T + sp.T @ ip))
        m_total = m_total + iz.diagonal()
    return h, sz, sp, m_total


def pair(nuclei_a, nuclei_b, zeeman, exchange):
    """Dense H and P_S of the pair, and the total projection M."""
    ha, za, pa, ma = radical(nuclei_a, zeeman)
    hb, zb, pb, mb = radical(nuclei_b, zeeman)
    one_a, one_b = sparse.identity(len(ma)), sparse.identity(len(mb))
    one = sparse.identity(len(ma) * len(mb))
    dot = sparse.kron(za, zb) + 0.5 * (sparse.kron(pa, pb.T)
                                       + sparse.kron(pa.T, pb))
    p = 0.25 * one - dot
    h = (sparse.kron(ha, one_b) + sparse.kron(one_a, hb)
         + exchange * (2 * p - one))
    return h.toarray(), p.toarray(), np.add.outer(ma, mb).ravel()


def multiplicities(s, n):
    """Number of copies of each total spin J among n spins s."""
    w = np.array([1], dtype=int)
    for _ in range(n):
        w = np.convolve(w, np.ones(int(round(2 * s)) + 1, dtype=int))
    return {n * s - j: int(w[j] - (w[j - 1] if j else 0))
            for j in range(len(w)) if n * s - j >= 0}


def blocks(groups_a, groups_b):
    """Effective nuclei for A and B, and the weight, for every set of J."""
    groups = groups_a + groups_b
    tables = [multiplicities(s, n).items() for n, s, _ in groups]
    for choice in itertools.product(*tables):
        eff = [(j, g[2]) for (j, _), g in zip(choice, groups)]
        cut = len(groups_a)
        yield eff[:cut], eff[cut:], math.prod(c for _, c in choice)


def sectors(m_total):
    label = np.rint(2 * m_total).astype(int)
    return [np.flatnonzero(label == v) for v in np.unique(label)]


def expand(groups):
    return [(s, a) for n, s, a in groups for _ in range(n)]


def nuclear_dimension(groups):
    return math.prod(int(round(2 * s + 1)) ** n for n, s, _ in groups)


def eigen_sum_equal(h, p, k):
    e, v = la.eigh(h)
    q = v.T @ p @ v
    return np.sum(q**2 * k**2 / (k**2 + np.subtract.outer(e, e)**2))


def eigen_sum_unequal(h, p, ks, kt):
    """Unnormalized singlet and triplet yields, condition number of R."""
    triplet = np.eye(len(p)) - p
    lam, r = la.eig(h - 0.5j * (ks * p + kt * triplet))
    r_inv = la.inv(r)
    start = r_inv @ p @ r_inv.conj().T
    integral = start / (1j * np.subtract.outer(lam, lam.conj()))
    s = ks * np.sum(integral * (r.conj().T @ p @ r).T).real
    t = kt * np.sum(integral * (r.conj().T @ triplet @ r).T).real
    return s, t, np.linalg.cond(r)


def reduced_equal(groups_a, groups_b, zeeman, exchange, k):
    total = 0.0
    for na, nb, weight in blocks(groups_a, groups_b):
        h, p, m = pair(na, nb, zeeman, exchange)
        for i in sectors(m):
            ix = np.ix_(i, i)
            total += weight * eigen_sum_equal(h[ix], p[ix], k)
    return total / nuclear_dimension(groups_a + groups_b)


def reduced_unequal(groups_a, groups_b, zeeman, exchange, ks, kt):
    singlet = triplet = worst = 0.0
    for na, nb, weight in blocks(groups_a, groups_b):
        h, p, m = pair(na, nb, zeeman, exchange)
        for i in sectors(m):
            ix = np.ix_(i, i)
            s, t, cond = eigen_sum_unequal(h[ix], p[ix], ks, kt)
            singlet, triplet = singlet + weight * s, triplet + weight * t
            worst = max(worst, cond)
    z = nuclear_dimension(groups_a + groups_b)
    return singlet / z, triplet / z, worst


def separated_yield(groups_a, groups_b, zeeman, k):
    """No exchange, equal rates: individual nuclei, each radical alone."""
    data, width = [], 0.0
    for groups in (groups_a, groups_b):
        h, sz, sp, _ = radical(expand(groups), zeeman)
        e, v = la.eigh(h.toarray())
        width += e[-1] - e[0]
        data.append((e, [(v.T @ (op @ v))**2 for op in (sz, sp)]))
    (ea, wa), (eb, wb) = data
    total = 0.0
    for component, factor in ((0, 1.0), (1, 0.5)):
        ra, ca = np.nonzero(wa[component] > 1e-14)
        weight_a, freq_a = wa[component][ra, ca], ea[ca] - ea[ra]
        for r, c in zip(*np.nonzero(wb[component] > 1e-14)):
            freq = freq_a + eb[r] - eb[c]
            total += factor * wb[component][r, c] * np.sum(
                weight_a * k**2 / (k**2 + freq**2))
    return 0.25 + total / nuclear_dimension(groups_a + groups_b), width


# Multiplicities against explicit diagonalization of J^2
for s, n in ((0.5, 5), (0.5, 6), (1.0, 3)):
    dims = [int(2 * s + 1)] * n
    jz, jp = (sum(embed(op, i, dims) for i in range(n)) for op in spin_ops(s))
    levels = la.eigvalsh((jz @ jz + jz + jp.T @ jp).toarray())
    for j, count in multiplicities(s, n).items():
        found = np.sum(abs(levels - j * (j + 1)) < 1e-8)
        assert found == count * int(2 * j + 1)
        if s == 0.5:
            closed = ((2 * j + 1) / (n / 2 + j + 1)
                      * math.comb(n, int(n / 2 - j)))
            assert abs(closed * (2 * j + 1) - found) < 1e-9

# One spin-1/2 nucleus at zero field against the closed result
a_one, k_one = 5e-8, 2e-8
one_yield = reduced_equal([(1, 0.5, a_one)], [], 0.0, 0.0, k_one)
one_closed = 5 / 8 + 3 / 8 * k_one**2 / (k_one**2 + a_one**2)
assert abs(one_yield - one_closed) < 1e-12
print(f"One nucleus: a = {a_one:.1e} eV, hbar k = {k_one:.1e} eV, "
      f"yield = {one_yield:.6f}")

# Small pair: individual nuclei, time propagation and Lyapunov equation
small_a, small_b = [(2, 1.0, 8e-8)], [(2, 0.5, 3e-8)]
zee, exch, k_small = 2e-8, 5e-9, 1e-8
h, p, _ = pair(expand(small_a), expand(small_b), zee, exch)
z_small = nuclear_dimension(small_a + small_b)
tic = time.perf_counter()
full_small = eigen_sum_equal(h, p, k_small) / z_small
time_eigen = time.perf_counter() - tic
energies = la.eigvalsh(h)
width_small = energies[-1] - energies[0]
phase_step, tail = 0.2, 1e-6
dt = phase_step / width_small
steps = math.ceil(-math.log(tail) / (k_small * dt))
occupation, vectors = la.eigh(p)
singlets = vectors[:, occupation > 0.5]
tic = time.perf_counter()
propagator = la.expm(-1j * h * dt)
psi, propagated = singlets.astype(complex), 0.0
for step in range(steps + 1):
    prob = np.sum(abs(singlets.T @ psi)**2) / z_small
    end_weight = 0.5 if step in (0, steps) else 1.0
    propagated += end_weight * k_small * dt * np.exp(-k_small * step * dt) * prob
    psi = propagator @ psi
time_prop = time.perf_counter() - tic
reduced_small = reduced_equal(small_a, small_b, zee, exch, k_small)
assert abs(reduced_small - full_small) < 1e-10
# tolerance: truncated tail 1e-6 plus trapezoid error (k dt)^2/12
assert abs(propagated - reduced_small) < 1e-5
assert time_prop > time_eigen
print(f"Small pair: two spin-1 on A, two spin-1/2 on B, dimension {len(h)}")
print(f"  couplings {small_a[0][2]:.1e} and {small_b[0][2]:.1e} eV, "
      f"Zeeman {zee:.1e} eV")
print(f"  exchange {exch:.1e} eV, hbar k {k_small:.1e} eV")
print(f"  yield: reduced {reduced_small:.8f}, full {full_small:.8f}")
print(f"  yield by propagation {propagated:.8f} with {steps} steps")
print(f"  time: full eigenpairs {time_eigen:.4f} s, "
      f"propagation {time_prop:.4f} s")

ks_small, kt_small = 2e-8, 5e-9
heff = h - 0.5j * (ks_small * p + kt_small * (np.eye(len(p)) - p))
integrated = la.solve_continuous_lyapunov(-1j * heff, -p / z_small)
lyapunov = ks_small * np.trace(p @ integrated).real
s_small, t_small, _ = reduced_unequal(small_a, small_b, zee, exch,
                                      ks_small, kt_small)
assert abs(s_small - lyapunov) < 1e-8
assert abs(s_small + t_small - 1) < 1e-8
same, _, _ = reduced_unequal(small_a, small_b, zee, exch, k_small, k_small)
assert abs(same - reduced_small) < 1e-8
print(f"  unequal hbar k_S {ks_small:.1e}, hbar k_T {kt_small:.1e} eV")
print(f"  singlet yield: reduced {s_small:.8f}, Lyapunov {lyapunov:.8f}")

# The reduction fails if the couplings inside a group differ
zee_split, k_split = 3e-8, 1e-9
split = (4e-8, 6e-8)
mean = sum(split) / 2
h, p, _ = pair([(0.5, a) for a in split], [], zee_split, 0.0)
true_split = eigen_sum_equal(h, p, k_split) / 4
wrong_split = reduced_equal([(2, 0.5, mean)], [], zee_split, 0.0, k_split)
assert abs(true_split - wrong_split) > 1e-3
print(f"Inequivalent couplings {split[0]:.1e}, {split[1]:.1e} eV; "
      f"Zeeman {zee_split:.1e} eV, hbar k {k_split:.1e} eV")
print(f"  true yield {true_split:.6f}, with mean coupling {wrong_split:.6f}")

# Timing of the reduction on eight spin-1/2 nuclei
time_a, time_b = [(5, 0.5, 5e-8)], [(3, 0.5, 3e-8)]
h, p, _ = pair(expand(time_a), expand(time_b), zee, exch)
tic = time.perf_counter()
full_eight = eigen_sum_equal(h, p, k_small) / nuclear_dimension(time_a + time_b)
time_full = time.perf_counter() - tic
tic = time.perf_counter()
reduced_eight = reduced_equal(time_a, time_b, zee, exch, k_small)
time_reduced = time.perf_counter() - tic
assert abs(full_eight - reduced_eight) < 1e-9
assert time_reduced < time_full
print(f"Eight nuclei (5 on A, 3 on B), full dimension {len(h)}")
print(f"  yield: full {full_eight:.8f}, reduced {reduced_eight:.8f}")
print(f"  time: full {time_full:.3f} s, reduced {time_reduced:.3f} s")

# Worked example
group_a = [(6, 0.5, 5e-8), (2, 1.0, 8e-8)]
group_b = [(4, 0.5, 3e-8)]
k = 1e-9
z = nuclear_dimension(group_a + group_b)
block_sizes, sector_sizes = [], []
for na, nb, _ in blocks(group_a, group_b):
    m = np.add.outer(radical(na, 0.0)[3], radical(nb, 0.0)[3]).ravel()
    block_sizes.append(len(m))
    sector_sizes += [len(i) for i in sectors(m)]
work_full = (4 * z)**3
work_j = sum(d**3 for d in block_sizes)
work_jm = sum(d**3 for d in sector_sizes)
weighted = sum(w * d for (_, _, w), d in
               zip(blocks(group_a, group_b), block_sizes))
assert weighted == 4 * z
print("Worked example")
for name, groups in (("A", group_a), ("B", group_b)):
    for n, s, a in groups:
        table = ", ".join(f"J={j:g}: {c}"
                          for j, c in multiplicities(s, n).items())
        print(f"  {name}: {n} nuclei of spin {s:g}, a = {a:.1e} eV; "
              f"copies {table}")
print(f"  nuclear states Z = {z}, full dimension = {4 * z}")
print(f"  full real matrix storage = {8 * (4 * z)**2 / 1e9:.2f} GB")
print(f"  J blocks: {len(block_sizes)}, largest {max(block_sizes)}")
print(f"  J,M sectors: {len(sector_sizes)}, largest {max(sector_sizes)}")
print(f"  sum of d^3: full {work_full:.3e}, J {work_j:.3e}, "
      f"J,M {work_jm:.3e}")
print(f"  saving factor: J {work_full / work_j:.3e}, "
      f"J,M {work_full / work_jm:.3e}")

hbar_ev = constants.hbar / constants.e
print(f"  hbar k = {k:.1e} eV, lifetime 1/k = {hbar_ev / k * 1e6:.4f} "
      "microseconds")
fields = [0.0, 1e-9, 3e-9, 1e-8, 3e-8, 1e-7, 3e-7, 1e-6]
tic = time.perf_counter()
yields = [reduced_equal(group_a, group_b, w, 0.0, k) for w in fields]
time_scan = time.perf_counter() - tic
for w, y in zip(fields, yields):
    print(f"  Zeeman energy {w:.1e} eV: singlet yield {y:.6f}")
print(f"  time for {len(fields)} fields = {time_scan:.2f} s")
lowest = int(np.argmin(yields))
g_e = abs(constants.value("electron g factor"))
mu_b = constants.value("Bohr magneton in eV/T")
print(f"  lowest yield on grid {yields[lowest]:.6f} at {fields[lowest]:.1e} eV"
      f" = {fields[lowest] / (g_e * mu_b) * 1e3:.5f} mT")

check_index = 4
separate, width = separated_yield(group_a, group_b, fields[check_index], k)
assert abs(separate - yields[check_index]) < 1e-8
needed = math.ceil(-math.log(tail) * width / (phase_step * k))
print(f"  individual nuclei, radicals separated, at "
      f"{fields[check_index]:.1e} eV: {separate:.6f}")
print(f"  spectral width there = {width:.4e} eV")
print(f"  time steps needed (phase {phase_step}, tail {tail:.0e}) = {needed}")

ks, kt = 4e-9, 1e-9
phi_s, phi_t, condition = reduced_unequal(group_a, group_b,
                                          fields[check_index], 0.0, ks, kt)
assert abs(phi_s + phi_t - 1) < 1e-7
print(f"  unequal rates at {fields[check_index]:.1e} eV: hbar k_S = {ks:.1e}, "
      f"hbar k_T = {kt:.1e} eV")
print(f"  singlet yield {phi_s:.6f}, triplet yield {phi_t:.6f}")
print(f"  largest condition number of eigenvectors = {condition:.2f}")
print("finished without a failed check")
```

It prints:

```
One nucleus: a = 5.0e-08 eV, hbar k = 2.0e-08 eV, yield = 0.676724
Small pair: two spin-1 on A, two spin-1/2 on B, dimension 144
  couplings 8.0e-08 and 3.0e-08 eV, Zeeman 2.0e-08 eV
  exchange 5.0e-09 eV, hbar k 1.0e-08 eV
  yield: reduced 0.41731284, full 0.41731284
  yield by propagation 0.41731689 with 1900 steps
  time: full eigenpairs 0.0058 s, propagation 0.6010 s
  unequal hbar k_S 2.0e-08, hbar k_T 5.0e-09 eV
  singlet yield: reduced 0.69362443, Lyapunov 0.69362443
Inequivalent couplings 4.0e-08, 6.0e-08 eV; Zeeman 3.0e-08 eV, hbar k 1.0e-09 eV
  true yield 0.448241, with mean coupling 0.524335
Eight nuclei (5 on A, 3 on B), full dimension 1024
  yield: full 0.42591456, reduced 0.42591456
  time: full 1.196 s, reduced 0.160 s
Worked example
  A: 6 nuclei of spin 0.5, a = 5.0e-08 eV; copies J=3: 1, J=2: 5, J=1: 9, J=0: 5
  A: 2 nuclei of spin 1, a = 8.0e-08 eV; copies J=2: 1, J=1: 1, J=0: 1
  B: 4 nuclei of spin 0.5, a = 3.0e-08 eV; copies J=2: 1, J=1: 3, J=0: 2
  nuclear states Z = 9216, full dimension = 36864
  full real matrix storage = 10.87 GB
  J blocks: 36, largest 700
  J,M sectors: 360, largest 90
  sum of d^3: full 5.010e+13, J 7.431e+08, J,M 8.975e+06
  saving factor: J 6.742e+04, J,M 5.582e+06
  hbar k = 1.0e-09 eV, lifetime 1/k = 0.6582 microseconds
  Zeeman energy 0.0e+00 eV: singlet yield 0.379427
  Zeeman energy 1.0e-09 eV: singlet yield 0.365180
  Zeeman energy 3.0e-09 eV: singlet yield 0.341233
  Zeeman energy 1.0e-08 eV: singlet yield 0.317646
  Zeeman energy 3.0e-08 eV: singlet yield 0.310777
  Zeeman energy 1.0e-07 eV: singlet yield 0.354564
  Zeeman energy 3.0e-07 eV: singlet yield 0.446148
  Zeeman energy 1.0e-06 eV: singlet yield 0.498660
  time for 8 fields = 9.39 s
  lowest yield on grid 0.310777 at 3.0e-08 eV = 0.25884 mT
  individual nuclei, radicals separated, at 3.0e-08 eV: 0.310777
  spectral width there = 4.7077e-07 eV
  time steps needed (phase 0.2, tail 1e-06) = 32520
  unequal rates at 3.0e-08 eV: hbar k_S = 4.0e-09, hbar k_T = 1.0e-09 eV
  singlet yield 0.626337, triplet yield 0.373663
  largest condition number of eigenvectors = 9.35
finished without a failed check
```
